**Quasi-collinear splitting and the dead cone, tested against a full tree-level matrix element**

The result under test is that emission of a photon `k` by an electron `p` of mass `m` multiplies the squared amplitude by `e^2 S/(p.k)`, with `S = (1+z^2)/(1-z) - m^2/(p.k)` and `z` the electron's momentum fraction. For soft photons of energy `omega` this becomes `(4e^2/omega^2) theta^2/(theta^2+theta0^2)^2`, where `theta` is the electron–photon angle, `theta0 = m/E` and `E` is the parent energy. The program evaluates both tree diagrams for a virtual photon producing an electron, a positron and a photon, and asserts that their ratio to the non-radiative process approaches the formula. The relative deviation falls from 2.1e-3 to 2.1e-5 as `m/E` falls from 1e-3 to 1e-5. Further assertions cover the light-cone-gauge spin matrix, the electron-leg square in Feynman gauge, the helicity split from explicit spinors, and the finite forward emission. For a 10 MeV photon from a 10 GeV electron, the full matrix element follows the dead-cone profile within 0.4% at the six nonzero angles listed. Maximization and quadrature of the soft factor of a back-to-back pair confirm the peaks at `theta0` and `sqrt(3) theta0` and the integrated yields for electrons and muons.

## Verification by program

```python
"""Quasi-collinear photon emission from a massive electron, and its dead cone.

Result under test (hbar = c = 1, metric + - - -):
  |M_with_photon|^2 / |M_without|^2 -> e^2/(p.k) * S,
  S = (1 + z^2)/(1 - z) - m^2/(p.k),
and for soft photons
  e^2 S/(p.k) -> (4 e^2/omega^2) theta^2/(theta^2 + theta0^2)^2.
p, k: final electron and photon momenta; z: electron momentum fraction;
m: mass; E: parent energy; omega = (1-z)E; theta: electron-photon angle;
theta0 = m/E. Squared amplitudes are summed over spins and polarizations.
The reference process is virtual photon -> electron + positron + photon,
with both tree diagrams. Energies are in MeV in the worked example.
"""
import numpy as np
import mpmath as mp
from scipy.constants import physical_constants, fine_structure
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

mp.mp.dps = 40
METRIC = (1, -1, -1, -1)

# Dirac matrices, in double precision and in high precision
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]], complex),
         np.array([[1, 0], [0, -1]], complex)]
GAMMA_DOUBLE = [np.diag([1, 1, -1, -1]).astype(complex)]
GAMMA_DOUBLE += [np.kron(np.array([[0, 1], [-1, 0]]), s) for s in pauli]
to_mp = np.vectorize(lambda x: mp.mpc(complex(x)), otypes=[object])
GAMMA = [to_mp(g) for g in GAMMA_DOUBLE]
ONE = to_mp(np.eye(4))


def vec(*components):
    return np.array([mp.mpf(c) for c in components], dtype=object)


def dot(a, b):
    return a[0]*b[0] - a[1]*b[1] - a[2]*b[2] - a[3]*b[3]


def slash(v, gamma=GAMMA):
    return gamma[0]*v[0] - gamma[1]*v[1] - gamma[2]*v[2] - gamma[3]*v[3]


def trace(matrix):
    return sum(matrix[i, i] for i in range(4))


def tree_ratio(p, k, q, parent, m, electron_leg_only=False):
    """Squared amplitude with photon over that without, divided by e^2."""
    weight = 0 if electron_leg_only else 1
    prop_electron = (slash(p + k) + ONE*m)/(2*dot(p, k))
    prop_positron = (ONE*m - slash(q + k))*weight/(2*dot(q, k))
    electron, positron = slash(p) + ONE*m, slash(q) - ONE*m
    radiative = mp.mpf(0)
    for a in range(4):          # index of the emitted photon
        for b in range(4):      # index of the virtual photon
            ga, gb = GAMMA[a], GAMMA[b]
            amp = ga @ prop_electron @ gb + gb @ prop_positron @ ga
            rev = gb @ prop_electron @ ga + ga @ prop_positron @ gb
            radiative += METRIC[a]*METRIC[b]*mp.re(
                trace(electron @ amp @ positron @ rev))
    start = slash(parent) + ONE*m
    bare = -sum(METRIC[b]*mp.re(trace(start @ GAMMA[b] @ positron @ GAMMA[b]))
                for b in range(4))
    return radiative/bare


def splitting(z, m, pk):
    return (1 + z**2)/(1 - z) - m**2/pk


def light_cone_vector(plus, kx, m):
    minus = (kx**2 + m**2)/plus
    return vec((plus + minus)/2, kx, 0, (plus - minus)/2)


def recoil_positron(energy, m):
    size = mp.sqrt(energy**2 - m**2)
    return vec(energy, size*mp.sin(2), 0, size*mp.cos(2))


# Factorization as mass and transverse momentum shrink together
z_test = mp.mpf('0.6')
scales = [mp.mpf(10)**(-j) for j in (3, 4, 5)]
deviations = []
for scale in scales:
    m, kt = scale, mp.mpf('0.8')*scale
    p = light_cone_vector(2*z_test, kt, m)
    k = light_cone_vector(2*(1 - z_test), -kt, mp.mpf(0))
    parent = light_cone_vector(mp.mpf(2), mp.mpf(0), m)
    q = recoil_positron(mp.mpf(1), m)
    pk = dot(p, k)
    pk_formula = (kt**2 + (1 - z_test)**2*m**2)/(2*z_test*(1 - z_test))
    assert abs(pk/pk_formula - 1) < 1e-20
    S_test = splitting(z_test, m, pk_formula)
    deviations.append(abs(tree_ratio(p, k, q, parent, m)*pk/S_test - 1))
assert deviations[1] < 0.2*deviations[0]
assert deviations[2] < 0.2*deviations[1]
assert deviations[2] < 1e-3

# Feynman gauge: the square of the electron-leg diagram alone
leg_only = tree_ratio(p, k, q, parent, m, electron_leg_only=True)*pk
assert abs(leg_only - ((1 - z_test) - m**2/pk)) < 1e-3

# Light-cone gauge: the spin matrix itself becomes 2 s S * slash(P)
n = vec(1, 0, 0, -1)
P_mat, mid = slash(p + k) + ONE*m, slash(p) + ONE*m
inner = -sum(METRIC[a]*(GAMMA[a] @ mid @ GAMMA[a]) for a in range(4))
inner = inner + (slash(k) @ mid @ slash(n)
                 + slash(n) @ mid @ slash(k))/dot(n, k)
spin_matrix = P_mat @ inner @ P_mat/(4*pk)
difference = spin_matrix - slash(p + k)*S_test
assert max(abs(x) for x in difference.flat) < 1e-3

# Helicity split from explicit light-front spinors


def spinor(v, m, spin):
    basis = np.zeros(4, complex)
    basis[spin] = 1
    n_slash = GAMMA_DOUBLE[0] + GAMMA_DOUBLE[3]
    u = (slash(v, GAMMA_DOUBLE) + m*np.eye(4)) @ n_slash @ basis
    return u/np.sqrt(2*(v[0] + v[3]))


for zz, mm, kk in ((0.6, 0.5, 0.7), (0.25, 0.9, 0.3)):
    pv = light_cone_vector(2*zz, kk, mm).astype(float)
    kv = light_cone_vector(2*(1 - zz), -kk, 0.0).astype(float)
    parent_v = light_cone_vector(2.0, 0.0, mm).astype(float)
    nv = np.array([1.0, 0, 0, -1.0])
    rates = [0.0, 0.0]          # same helicity, flipped helicity
    for axis in (1, 2):
        eps = np.zeros(4)
        eps[axis] = 1
        eps = eps - nv*dot(kv, eps)/dot(kv, nv)
        for final in (0, 1):
            bar = spinor(pv, mm, final).conj() @ GAMMA_DOUBLE[0]
            vertex = bar @ slash(eps, GAMMA_DOUBLE) @ spinor(parent_v, mm, 0)
            rates[final] += abs(vertex)**2
    same = 2*(1 + zz**2)*kk**2/(zz*(1 - zz)**2)
    flip = 2*(1 - zz)**2*mm**2/zz
    assert np.allclose(rates, [same, flip], rtol=1e-10)

# Worked example: electron of 10 GeV
m_e = physical_constants['electron mass energy equivalent in MeV'][0]
m_mu = physical_constants['muon mass energy equivalent in MeV'][0]
E = 1.0e4
theta0_e, theta0_mu = m_e/E, m_mu/E


def angle_point(z, theta, m):
    """Momenta for given energy fraction and electron-photon angle."""
    z, theta, m, energy = [mp.mpf(x) for x in (z, theta, m, E)]
    omega = (1 - z)*energy
    p = vec(z*energy, 0, 0, mp.sqrt((z*energy)**2 - m**2))
    k = vec(omega, omega*mp.sin(theta), 0, omega*mp.cos(theta))
    total = p + k
    length = mp.sqrt(total[1]**2 + total[3]**2)
    size = mp.sqrt(energy**2 - m**2)
    parent = vec(energy, size*total[1]/length, 0, size*total[3]/length)
    return p, k, recoil_positron(energy, m), parent, m


z_hard, theta_hard = 0.6, 1.0e-4
kt_hard = z_hard*(1 - z_hard)*E*theta_hard
pk_hard = z_hard*(1 - z_hard)*E**2/2*(theta_hard**2 + (m_e/(z_hard*E))**2)
S_hard = splitting(z_hard, m_e, pk_hard)
denominator = kt_hard**2 + (1 - z_hard)**2*m_e**2
S_same = (1 + z_hard**2)*kt_hard**2/((1 - z_hard)*denominator)
S_flip = (1 - z_hard)**3*m_e**2/denominator
point = angle_point(z_hard, theta_hard, m_e)
pk_exact = dot(point[0], point[1])
S_tree = float(tree_ratio(*point)*pk_exact)
assert abs(float(pk_exact)/pk_hard - 1) < 1e-6
assert abs(S_tree/S_hard - 1) < 1e-3
assert abs((S_same + S_flip)/S_hard - 1) < 1e-10
point = angle_point(z_hard, 0, m_e)
S_forward = float(tree_ratio(*point)*dot(point[0], point[1]))
assert abs(S_forward/(1 - z_hard) - 1) < 1e-3

# Soft photon: full matrix element against the dead-cone profile
omega_soft = 10.0
z_soft = 1 - omega_soft/E
profile = []
for x in (0.25, 0.5, 1.0, 2.0, 5.0, 10.0):
    full = float(tree_ratio(*angle_point(z_soft, x*theta0_e, m_e)))
    full *= omega_soft**2*theta0_e**2/4
    cone = x**2/(1 + x**2)**2
    assert abs(full/cone - 1) < 0.01   # corrections of order omega/E
    profile.append((x, full, cone, 1/x**2))
forward_soft = float(tree_ratio(*angle_point(z_soft, 0, m_e)))
forward_soft *= omega_soft**2*theta0_e**2/4
forward_formula = z_soft*(1 - z_soft)**2/2
assert abs(forward_soft/forward_formula - 1) < 0.02


def soft_current(theta, m):
    """omega^2/4 times the soft factor of a back-to-back charged pair."""
    mu2 = (m/E)**2
    beta = np.sqrt(1 - mu2)
    near = mu2/(1 + beta) + 2*beta*np.sin(theta/2)**2
    far = 1 + beta*np.cos(theta)
    return (2*(1 + beta**2)/(near*far) - mu2/near**2 - mu2/far**2)/4


peak_angle = minimize_scalar(
    lambda x: -soft_current(x*theta0_e, m_e)*theta0_e**2,
    bounds=(0.2, 5), method='bounded', options={'xatol': 1e-7}).x
peak_theta = minimize_scalar(
    lambda x: -x*soft_current(x*theta0_e, m_e)*theta0_e**2,
    bounds=(0.2, 5), method='bounded', options={'xatol': 1e-7}).x
assert abs(peak_angle - 1) < 1e-3
assert abs(peak_theta - np.sqrt(3)) < 1e-3


def yield_formula(R):
    return fine_structure/np.pi*(np.log(1 + R**2) - R**2/(1 + R**2))


def yield_quadrature(theta_max, m):
    low = np.log(1e-3*m/E)
    value = quad(lambda t: soft_current(np.exp(t), m)*np.sin(np.exp(t))
                 * np.exp(t), low, np.log(theta_max), limit=200)[0]
    return 2*fine_structure/np.pi*value


theta_max, theta_fixed = 0.1, 0.005
yields = {}
for name, mass in (('electron', m_e), ('muon', m_mu)):
    formula = yield_formula(theta_max*E/mass)
    numeric = yield_quadrature(theta_max, mass)
    assert abs(numeric/formula - 1) < 3e-3   # small-angle corrections
    yields[name] = (formula, numeric)
inside = yield_formula(1.0)
assert abs(yield_quadrature(theta0_e, m_e)/inside - 1) < 1e-3
suppress_e = (theta_fixed**2/(theta_fixed**2 + theta0_e**2))**2
suppress_mu = (theta_fixed**2/(theta_fixed**2 + theta0_mu**2))**2
current_ratio = soft_current(theta_fixed, m_mu)/soft_current(theta_fixed, m_e)
assert abs(current_ratio/(suppress_mu/suppress_e) - 1) < 2e-3
peak_density = fine_structure/(4*np.pi**2*theta0_e**2)

print("FACTORIZATION TEST (z = %.1f, kT/m = 0.8)" % float(z_test))
for scale, dev in zip(scales, deviations):
    print("m/E = %.0e: relative deviation %.2e" % (float(scale), float(dev)))
print("splitting function S: %.4f" % float(S_test))
print("Feynman gauge, electron leg alone: %.4f" % float(leg_only))
print("HARD PHOTON")
print("electron mass: %.6f MeV" % m_e)
print("parent energy E: %.0f MeV" % E)
print("z: %.2f, angle: %.3f mrad" % (z_hard, 1e3*theta_hard))
print("kT: %.4f MeV" % kt_hard)
print("p.k: %.5f MeV^2" % pk_hard)
print("(1+z^2)/(1-z): %.4f" % ((1 + z_hard**2)/(1 - z_hard)))
print("m^2/(p.k): %.4f" % (m_e**2/pk_hard))
print("S from formula: %.4f" % S_hard)
print("S from full matrix element: %.4f" % S_tree)
print("helicity-conserving part: %.4f" % S_same)
print("helicity-flip part: %.4f" % S_flip)
print("S at zero angle, full matrix element: %.4f" % S_forward)
print("SOFT PHOTON")
print("photon energy: %.1f MeV, z: %.4f" % (omega_soft, z_soft))
print("electron theta0: %.5f mrad" % (1e3*theta0_e))
print("profile = theta0^2 theta^2/(theta^2+theta0^2)^2")
print("theta/theta0, full matrix element, dead cone, massless")
for row in profile:
    print("%6.2f  %.6f  %.6f  %.6f" % row)
print("profile at zero angle, full: %.3e" % forward_soft)
print("profile at zero angle, z(1-z)^2/2: %.3e" % forward_formula)
print("peak per solid angle: %.4f theta0" % peak_angle)
print("peak per unit angle: %.4f theta0" % peak_theta)
print("peak dN/(dln omega dOmega): %.4e per sr" % peak_density)
print("ELECTRON AND MUON AT THE SAME ENERGY")
print("muon mass: %.4f MeV" % m_mu)
print("muon theta0: %.4f mrad" % (1e3*theta0_mu))
print("comparison angle: %.1f mrad" % (1e3*theta_fixed))
print("electron rate / massless rate: %.5f" % suppress_e)
print("muon rate / massless rate: %.5f" % suppress_mu)
print("yield dN/dln omega, angles up to %.0f mrad" % (1e3*theta_max))
for name, (formula, numeric) in yields.items():
    print("%s: formula %.6f, soft current %.6f" % (name, formula, numeric))
print("yield inside theta0: %.4e" % inside)
print("electron share inside theta0: %.5f" % (inside/yields['electron'][0]))
print("muon share inside theta0: %.5f" % (inside/yields['muon'][0]))
print("ALL CHECKS PASSED")
```

Output:

```
FACTORIZATION TEST (z = 0.6, kT/m = 0.8)
m/E = 1e-03: relative deviation 2.11e-03
m/E = 1e-04: relative deviation 2.11e-04
m/E = 1e-05: relative deviation 2.11e-05
splitting function S: 2.8000
Feynman gauge, electron leg alone: -0.2000
HARD PHOTON
electron mass: 0.510999 MeV
parent energy E: 10000 MeV
z: 0.60, angle: 0.100 mrad
kT: 0.2400 MeV
p.k: 0.20704 MeV^2
(1+z^2)/(1-z): 3.4000
m^2/(p.k): 1.2612
S from formula: 2.1388
S from full matrix element: 2.1390
helicity-conserving part: 1.9706
helicity-flip part: 0.1682
S at zero angle, full matrix element: 0.4000
SOFT PHOTON
photon energy: 10.0 MeV, z: 0.9990
electron theta0: 0.05110 mrad
profile = theta0^2 theta^2/(theta^2+theta0^2)^2
theta/theta0, full matrix element, dead cone, massless
  0.25  0.055163  0.055363  16.000000
  0.50  0.159502  0.160000  4.000000
  1.00  0.249517  0.250000  1.000000
  2.00  0.159885  0.160000  0.250000
  5.00  0.036983  0.036982  0.040000
 10.00  0.009806  0.009803  0.010000
profile at zero angle, full: 4.998e-07
profile at zero angle, z(1-z)^2/2: 4.995e-07
peak per solid angle: 1.0000 theta0
peak per unit angle: 1.7321 theta0
peak dN/(dln omega dOmega): 7.0789e+04 per sr
ELECTRON AND MUON AT THE SAME ENERGY
muon mass: 105.6584 MeV
muon theta0: 10.5658 mrad
comparison angle: 5.0 mrad
electron rate / massless rate: 0.99979
muon rate / massless rate: 0.03348
yield dN/dln omega, angles up to 100 mrad
electron: formula 0.032887, soft current 0.032891
muon: formula 0.008170, soft current 0.008174
yield inside theta0: 4.4865e-04
electron share inside theta0: 0.01364
muon share inside theta0: 0.05491
ALL CHECKS PASSED
```
